The Tanimoto distance between binary ligand fingerprints is a metric

A chemist looking for a new precursor for atomic layer deposition can combine a metal with many ligands: amides, alkoxides, beta-diketonates, cyclopentadienyls, amidinates. Only a few of the complexes can be made and tested, so the first batch should be spread over the available chemistry. This calls for a number that says how far apart two ligands are. One choice is one minus the Tanimoto similarity of their fingerprints. If this number is to act as a distance, two ligands that are both close to a third cannot be far from each other. That requirement is the triangle inequality, and the definition does not make it obvious.

A binary fingerprint is a list of m bits, each recording whether a certain structural fragment is present. It is fully described by the set of its "on" bits, so fingerprints will be written as finite sets A, B, C. The number of members of A is |A|. The Tanimoto similarity is the number of shared bits divided by the number of bits present in at least one of the two sets,

T(A,B) = |A∩B| / |A∪B|,

and the distance is

d(A,B) = 1 − T(A,B) = (|A∪B| − |A∩B|) / |A∪B|.

For two empty sets the ratio is 0/0, and we define T(∅,∅) = 1, so that d(∅,∅) = 0. All these quantities are dimensionless.

Three of the four properties of a metric follow at once. The definition is symmetric in A and B. Since A∩B is contained in A∪B, d lies between 0 and 1. If d = 0 and the union is not empty, then |A∩B| = |A∪B|; a set contained in another of the same finite size equals it, so A∩B = A∪B. Every bit of A is then in B and conversely, which means A = B. In the other direction, the union and intersection of A with itself are both A, so d(A,A) = 0. The remaining property is

d(A,C) ≤ d(A,B) + d(B,C).

The difficulty is that the three distances have three different denominators. It disappears if each distance is written as a probability in one common random experiment. Put all m bits in a random order, each of the m! orders being equally likely. Let h(A) be the member of A that comes first in this order. For the empty set, let h(∅) be a special symbol that is not a bit.

Take two sets that are not both empty, and let x be the first member of A∪B. By symmetry among the bits, x is equally likely to be any member of A∪B. If x lies in both sets, it is the first member of each, and h(A) = h(B) = x. If x lies in A but not in B, then h(A) = x, while h(B) cannot be x, so the two differ. The same holds with A and B exchanged. Thus h(A) and h(B) agree if and only if x falls in A∩B, and

P[h(A) = h(B)] = |A∩B| / |A∪B| = T(A,B),

P[h(A) ≠ h(B)] = d(A,B).

The argument includes the case where one set is empty: the intersection is then empty, and both sides of the last equation are 1. If both are empty, the two symbols agree and both sides are 0.

Now consider three sets in the same random order. If h(A) ≠ h(C), then h(B) cannot equal both of them, so at least one of h(A) ≠ h(B) and h(B) ≠ h(C) is true. The probability that at least one of two events occurs is no larger than the sum of their probabilities. Therefore

d(A,C) = P[h(A) ≠ h(C)]
≤ P[h(A) ≠ h(B)] + P[h(B) ≠ h(C)]
= d(A,B) + d(B,C).

This proves the inequality for all binary fingerprints of any finite length.

The same experiment also gives the amount by which the detour through B exceeds the direct distance. Call this the slack,

s = d(A,B) + d(B,C) − d(A,C).

In a given order, count 1 for each unequal pair, with the signs of s. If all three first bits agree, the count is 0. If h(B) agrees with just one of the others, it is 1 − 1 = 0. If h(A) = h(C) ≠ h(B), it is 1 + 1 − 0 = 2. If all three differ, it is 1 + 1 − 1 = 1. Averaging over the orders gives

s = 2 P[h(A) = h(C) ≠ h(B)] + P[all three differ].

To evaluate this, let n = |A∪B∪C| > 0, and sort the bits by where they occur. Let α be the number found in A alone, β in B alone, γ in C alone, and δ the number found in A and C but not in B. The first bit of the whole union falls in each group with probability equal to the group's size divided by n. Once it is known, the other bits are still in random order.

If the first bit is in B alone, h(B) differs from both h(A) and h(C). The count is 2 if h(A) = h(C), which has probability T(A,C), and 1 otherwise. Its mean is 2T(A,C) + 1 − T(A,C) = 1 + T(A,C). If the first bit is in A alone, the count is 1 when h(B) ≠ h(C) and 0 when they agree, with mean d(B,C). If it is in C alone, the mean is likewise d(A,B). If it is in A and C but not in B, the count is 2. If it is in B and at least one of the other sets, h(B) agrees with h(A) or h(C), and the count is 0. Collecting the cases,

s = [α d(B,C) + β (1 + T(A,C)) + γ d(A,B) + 2δ] / n.

No term is negative, so this is a second proof of the inequality, and it shows when equality occurs. We need β = 0 and δ = 0; we also need α = 0 or B = C, and γ = 0 or A = B. Suppose B is neither A nor C. Then α = γ = 0 as well. Every bit of A is now in B, because the groups "A alone" and "A and C without B" are empty; the same is true of C; and B has no bit of its own. Hence B = A∪C. Conversely, B = A or B = C gives equality trivially, and for B = A∪C all four group sizes vanish. If all three sets are empty, the slack is zero too. Equality therefore holds if and only if B is A, C or A∪C.

The union and the intersection play different parts here. Take A = {1,2} and C = {2,3}, for which d(A,C) = 1 − 1/3 = 2/3. The union {1,2,3} is at distance 1/3 from each, and the detour is 2/3, with no slack. The common core {2} is at distance 1/2 from each, and the detour is 1. In this measure, a ligand with all the fragments of both partners and no others lies between them without extra length. One with only their shared fragments does not, unless its fingerprint equals that of one of the partners.

The theorem is about fingerprints, and a ligand is more than its fingerprint. If two different ligands have the same "on" bits, their distance is zero. On a collection of ligands, d is therefore in general a pseudometric: it has symmetry and the triangle inequality, but zero distance need not mean identity. It is a metric on a given collection if the fingerprint separates all its members.

The inequality also depends on the formula and on the bits being binary. The Dice similarity of two sets that are not both empty is S = 2|A∩B| / (|A| + |B|). Since |A| + |B| = |A∪B| + |A∩B|, dividing numerator and denominator by |A∪B| gives

S = 2T / (1 + T),

1 − S = (1 − T) / (1 + T) = d / (2 − d).

The last expression increases with d, so the Dice and Tanimoto measures rank all pairs in the same order. Yet for {1}, {1,2} and {2} the direct Dice distance is 1, while each half of the detour is 1 − 2/3 = 1/3, making 0.6667 in all. Agreement in ranking does not carry the triangle inequality over.

If a fingerprint counts fragments instead of marking their presence, one extension of the Tanimoto similarity, written for a single count, is xy / (x² + y² − xy). For the counts 1, 2 and 4 it gives

T(1,2) = 2/(1 + 4 − 2) = 2/3,

T(2,4) = 8/(4 + 16 − 8) = 2/3,

T(1,4) = 4/(1 + 16 − 4) = 4/13.

The direct distance is 9/13 = 0.6923 and the detour is 1/3 + 1/3 = 0.6667, so the inequality fails. Counts can be used safely by turning each into binary statements: "at least one", "at least two", and so on. Two counts x and y then share min(x,y) true statements and have max(x,y) in their union. The similarity becomes the sum of the minima over all fragments divided by the sum of the maxima, and the theorem applies to it.

For a worked example, take eleven ligands used in deposition precursors. Each is represented by its graph of non-hydrogen atoms, without the metal. An atom is labelled by its element and its number of hydrogens, so C3 is a methyl carbon, C2 a CH₂ carbon and N0 a nitrogen without hydrogen. Each distinct chain of one to four bonded atoms is one bit, and a chain read backwards is the same chain. Bond orders are left out, so that different resonance drawings of one ligand give the same fingerprint.

Let A be dimethylamide, B ethylmethylamide and C diethylamide. Their bits are

A: N0, C3, C3-N0, C3-N0-C3;

B: N0, C3, C2, C3-N0, C2-N0, C2-C3, C2-N0-C3, C3-C2-N0, C3-C2-N0-C3;

C: N0, C3, C2, C2-N0, C2-C3, C3-C2-N0, C2-N0-C2, C2-N0-C2-C3.

The sets have 4, 9 and 8 members. A and B share 3 bits, B and C share 6, and A and C share 2. The unions have 4 + 9 − 3 = 10, 9 + 8 − 6 = 11 and 4 + 8 − 2 = 10 members. Hence

d(A,B) = 1 − 3/10 = 0.7000,

d(B,C) = 1 − 6/11 = 0.4545,

d(A,C) = 1 − 2/10 = 0.8000,

s = 7/10 + 5/11 − 4/5 = 39/110 = 0.3545.

The random experiment can be carried out literally. In 40 000 random orders of the bits, the first bits differed in fractions 0.7002, 0.4515 and 0.7980 of the orders, for the pairs in the same sequence. The standard error of such a fraction is at most 0.5/√40000 = 0.0025, and the deviations are of that size or smaller, apart from the second, which is 1.2 times as large.

The slack formula shows where the extra length comes from. The three sets together have n = 12 bits. A alone has C3-N0-C3, so α = 1. B alone has the two chains C2-N0-C3 and C3-C2-N0-C3, so β = 2. C alone has C2-N0-C2 and C2-N0-C2-C3, so γ = 2. No bit is in A and C without being in B, so δ = 0. Then

s = [1 × 5/11 + 2 × (1 + 1/5) + 2 × 7/10] / 12 = 0.3545,

as before. The largest term, 2.4 out of a total of 4.25 in the bracket, comes from the two chains that belong to the mixed amide alone. Ethylmethylamide is chemically intermediate between the other two, but its unsymmetrical environment of nitrogen creates fragments that neither has.

Among all triples of different ligands in the collection, the smallest slack is 0.3206. It occurs for tert-butoxide and hexafluoroacetylacetonate (hfac), with tetramethylheptanedionate (thd) as the intermediate. This ligand has the tert-butyl groups of the first and the diketonate core of the second. The labels help as well: the carbon of a CF₃ group and the central carbon of a tert-butyl group are both C0. If the CF₃ carbon had a label of its own, this slack would be 0.539 and no longer the smallest. No triple comes near equality, which would require an intermediate whose bits are the union of the other two sets. The Dice distance, too, breaks none of the 495 triangle inequalities in this collection. A measure without a general guarantee can thus behave well on one library, but that success need not extend to the next.

The inequality has a direct use in choosing a diverse set. Suppose k ligands are wanted, with k at least 2, and define the separation of a set as the smallest distance between two of its members. Let r* be the largest separation that any k members of the library can have. Finding it by enumeration soon becomes expensive. Farthest-first picking is cheaper: start with any ligand, then repeatedly add the one whose nearest already chosen ligand is farthest away. Its separation is at least r*/2.

To see this, take r* > 0, since otherwise there is nothing to prove. Suppose that after fewer than k picks every ligand were closer than r*/2 to some pick. The k members of a best set would then each have such a pick nearby. There are fewer picks than members, so two members x and y would share a pick p, and

d(x,y) ≤ d(x,p) + d(p,y) < r*/2 + r*/2 = r*.

This contradicts the definition of r*. So while fewer than k ligands have been picked, some ligand is at least r*/2 from all of them, and the rule adds one at least that far away. In the final set, the later member of any pair was at least r*/2 from the earlier one when it was added.

For four of the eleven ligands, enumeration of all sets gives a best separation of 0.913, reached by ethylmethylamide, hfac, cyclopentadienyl and diisopropylacetamidinate. These come from four different ligand classes. Starting from dimethylamide, farthest-first picking adds hfac, cyclopentadienyl and isopropoxide, with separation 0.900. The rule meets ties on the way, and breaking them differently can lower this value to 0.867. The worst start is acetylacetonate, which leads to 0.840. The guarantee is 0.913/2 = 0.457, so here the rule does much better than it must. This is a property of the collection: in 150 random libraries of nine 7-bit fingerprints, with four picked from every possible start, the lowest ratio of picked to best separation was 0.625, and a wider search among libraries of this kind finds some where the ratio is exactly one half, so the guarantee cannot be improved in general.

A valid metric can still carry poor chemistry, and this example shows several ways. Tert-butoxide is at distance 0.833 from isopropoxide but only 0.571 from acetylacetonate. The two alkoxides share just O0 and C3, because the carbon next to oxygen has one hydrogen in isopropoxide and none in tert-butoxide. Acetylacetonate also has a hydrogen-free carbon bonded to oxygen and methyl, and without bond orders the fingerprint cannot tell its C–O bond from that of the alkoxide. They share 6 of 14 bits. The triangle inequality holds throughout; the odd ranking comes from the choice of labels, chiefly the hydrogen counts. Marking the delocalized bonds of the diketonate as a separate type would raise 0.571 only to 0.750, still below 0.833.

Dropping the hydrogen counts removes that sensitivity but merges four pairs completely: ethylmethylamide with diethylamide, isopropoxide with tert-butoxide, acetylacetonate with thd, and cyclopentadienyl with its methyl derivative. Their distances fall from 0.455, 0.833, 0.524 and 0.714 to zero, and d is then only a pseudometric on the collection. Folding the original chains into 64 bits with a CRC-32 checksum, so that different chains may share a bit, changes the distance between isopropoxide and thd from 0.864 to 0.600, the largest change of any pair. Which pair moves most, and by how much, depends on which chains happen to collide: with 200 other hash functions the largest change ranged from 0.12 to 0.40 and almost always fell on a different pair. Admitting chains of five atoms changes distances by at most 0.076, from 0.571 to 0.647 for tert-butoxide and acetylacetonate. In each case the new fingerprints are again binary sets, so the inequality survives while the numbers move.

The distance also saturates and depends on size. Dimethylamide and hfac have no bit in common, so their distance is 1, the same as for any other disjoint pair, however different the ligands may be. When A is contained in B, d = 1 − |A|/|B|. All 4 bits of cyclopentadienyl are among the 14 of methylcyclopentadienyl, which puts the two at 1 − 4/14 = 0.714, although they differ by one methyl group. The five equivalent carbons of cyclopentadienyl give only one chain of each length. The methyl group ends this equivalence and adds ten new chains, more than twice the number already there.

These eleven ligands occur in real precursors, such as the tetrakis(dimethylamido) and tetraisopropoxide complexes of titanium, but their fingerprints of 4 to 18 "on" bits are small and leave out the metal, its oxidation state, the number of ligands and the shape of the complex. Volatility, thermal stability and surface reactivity depend on these as well. The theorem guarantees that the distances fit together consistently. Whether a set that is diverse in this sense is also diverse in the properties that matter for deposition has to be established separately, with data on those properties.

All numerical values are calculated from the stated model.
